# Does a rotating disk plate uniformly below its limiting current?

**Question**

I plate metal onto a rotating disk set in an insulating plane. The diffusion layer has the same thickness at every radius, so metal ions should reach the centre and the rim equally easily. I run at half the limiting current. Can I conclude that the deposit grows at the same rate everywhere? If not, would spinning the disk faster help?

**Answer**

The conclusion fails because equal access to ions is only one condition for equal current. The current must also cross the solution, and the ohmic drop on the way depends on radius. At the limiting current this has no influence on the rate; below it, it does.

I assume laminar flow, a diffusion layer thin compared with the disk radius $a$, excess supporting electrolyte of uniform conductivity $\kappa$, one reaction with the same kinetics everywhere, an equipotential metal and a distant counter electrode. The deposition current density $i$, the ohmic drop $u$ and the cathodic overpotential $h$ are all counted positive. Also $x=r/a$, $\chi=c_s/c_b$ is the ratio of surface to bulk ion concentration, and $f=F/RT$.

**What uniform access means**

The flow above a rotating disk has the form $v_r=\omega rU(Z)$, $v_\theta=\omega rV(Z)$, $v_z=\sqrt{\nu\omega}\,W(Z)$, with $Z=z\sqrt{\omega/\nu}$. The momentum and continuity equations become

$$U''=U^2-V^2+WU',\quad V''=2UV+WV',\quad W'=-2U,$$

with $U=W=0$, $V=1$ at the disk and $U,V\to0$ far away. Numerical solution gives $U'(0)=0.510$. Near the wall, therefore, $U\simeq0.510Z$ and $W\simeq-0.510Z^2$, or

$$v_r=\beta rz,\qquad v_z=-\beta z^2,\qquad \beta=0.510\,\omega^{3/2}\nu^{-1/2}.$$

The ions, with diffusivity $D$, obey $v_r\partial_rc+v_z\partial_zc=D\,\partial_z^2c$. If $c_s$ is uniform, $c$ depends on $z$ alone and $Dc''=-\beta z^2c'$. Hence $c'\propto e^{-\zeta^3}$, where $\zeta=z/\delta$ and $\delta=(3D/\beta)^{1/3}$. Since $\int_0^\infty e^{-\zeta^3}d\zeta=\Gamma(4/3)$,

$$i=i_L(1-\chi),\qquad i_L=\frac{nFDc_b}{\delta_N},\qquad \delta_N=\Gamma(4/3)\,\delta .$$

No radius appears. At the limiting current $\chi=0$ everywhere, so deposition is uniform. Below it, nothing yet forces $\chi$ to be uniform.

**Transport when the surface concentration varies**

Liquid depleted near the centre is carried outwards, so the flux at one radius depends on what happened upstream. Write $c=c_b(1-\phi)$. Multiplying the transport equation by $\delta^2/D$ and using $\beta\delta^3/D=3$ gives

$$\phi_{\zeta\zeta}+3\zeta^2\phi_\zeta-3\zeta x\phi_x=0 .$$

For $\phi=x^{2m}\theta(\zeta)$ this is $\theta''+3\zeta^2\theta'-6m\zeta\theta=0$. Put $t=\zeta^3$ and $\theta=e^{-t}w(t)$:

$$tw''+(\tfrac23-t)w'-\mu w=0,\qquad \mu=\tfrac23(m+1).$$

A solution is

$$w=\int_0^\infty e^{-ts}\rho(s)\,ds,\qquad \rho=s^{\mu-1}(1+s)^{-\mu-1/3}.$$

Indeed, inserting it turns the integrand into $-\frac{d}{ds}\left[e^{-ts}s^\mu(1+s)^{2/3-\mu}\right]$, whose end values vanish for $t>0$. The resulting $\theta$ decays at large $\zeta$, as required.

At the wall $\theta(0)=\int_0^\infty\rho\,ds=\Gamma(\mu)\Gamma(\frac13)/\Gamma(\mu+\frac13)$. For small $t$, the change $\int\rho\,[e^{-t(1+s)}-1]ds$ comes from large $s$, where $\rho\simeq s^{-4/3}$. Substituting $v=ts$ and integrating by parts gives

$$\theta-\theta(0)\simeq t^{1/3}\int_0^\infty v^{-4/3}(e^{-v}-1)\,dv=-3\Gamma(\tfrac23)\,\zeta .$$

Dividing the slope $-\theta'(0)/\theta(0)$ by its value for $m=0$ yields the relative flux of each mode:

$$s_m=\frac{\Gamma(\frac23)\,\Gamma(1+\frac{2m}{3})}{\Gamma(\frac{2(m+1)}{3})}>0 .$$

Thus a depletion $1-\chi=x^{2m}$ draws a current $i_Ls_mx^{2m}$. The values $s_0=1$, $s_1=1.369$, $s_2=1.612$ show that the ratio of current to local depletion depends on the shape of the depletion profile. For a single mode this ratio is the same at every radius; for a mixture of modes it varies with radius.

The reverse relation follows from the Beta integral

$$\frac1{s_m}=\frac{1}{\Gamma(\frac13)\Gamma(\frac23)}\int_0^1t^{-1/3}(1-t)^{-2/3}t^{2m/3}dt .$$

Because $\Gamma(\frac13)\Gamma(\frac23)=2\pi/\sqrt3$, superposing modes gives

$$1-\chi(x)=\frac{\sqrt3}{2\pi}\int_0^1t^{-1/3}(1-t)^{-2/3}\,\frac{i(xt^{1/3})}{i_L}\,dt. \tag{1}$$

The depletion is a weighted mean of the current at smaller radii, with total weight one.

Equation (1) also fixes the meaning of "below the limiting current". Let $X=x^3$ and $Y=tX$; the integral becomes $\int_0^XY^{-1/3}(X-Y)^{-2/3}(i/i_L)\,dY$. Multiply by $(1-X)^{-1/3}$, integrate over $X$ and exchange the integrals. The inner one, $\int_Y^1(1-X)^{-1/3}(X-Y)^{-2/3}dX$, equals $2\pi/\sqrt3$. What remains is $\int_0^1Y^{-1/3}(i/i_L)\,dY=3\int_0^1x(i/i_L)\,dx=\frac32\bar i/i_L$, where $\bar i$ is the area average. Hence

$$\frac{\bar i}{i_L}=\frac23\int_0^1(1-X)^{-1/3}\left[1-\chi(X^{1/3})\right]dX\le1 .$$

The average cannot exceed $i_L$, and reaches it when the surface is fully depleted. The same argument bounds the average over any inner disk, and (1) bounds the current at the centre, where $1-\chi=i/i_L$. Away from the centre the local current can exceed $i_L$.

**The ohmic drop of a uniform current**

A current $I$ entering a point of the insulating plane spreads over hemispheres, so its drop at distance $R$ is $I/(2\pi\kappa R)$. For uniform $i$, integrate over the disk in polar coordinates centred on the observation point. The area element cancels $1/R$ and leaves the distance to the rim in each direction, $-r\cos\varphi+\sqrt{a^2-r^2\sin^2\varphi}$. The cosine integrates to zero:

$$u(r)=\frac{i}{2\pi\kappa}\int_0^{2\pi}\!\!\sqrt{a^2-r^2\sin^2\varphi}\,d\varphi=\frac{2ia}{\pi\kappa}E(x^2),$$

where $E(k)=\int_0^{\pi/2}\sqrt{1-k\sin^2\varphi}\,d\varphi$. At the centre $E(0)=\pi/2$ and $u=ia/\kappa$; at the rim $E(1)=1$ and $u=2ia/(\pi\kappa)$. The rim has the smaller drop, by

$$\Delta u=\left(1-\frac2\pi\right)\frac{ia}{\kappa}=0.363\,\frac{ia}{\kappa}.$$

**Why uniform current is impossible below the limit**

Take the rate law

$$i=i_0\left[\chi e^{\alpha_cfh}-e^{-\alpha_afh}\right],\qquad \alpha_c+\alpha_a=n .$$

The condition on the coefficients makes zero current coincide with the Nernst condition $\chi=e^{-nfh}$. First order in $\chi$ is an assumption: multiplying both terms by $\chi^{p-1}$ keeps the Nernst condition, and in the example below $p=0.85$ and $p=0.67$ raise the rim-to-centre ratio from 2.03 to 2.09 and 2.18. Since the metal is an equipotential, the total drive $P=u+h$ is the same at all radii.

Suppose $i$ were uniform and below $i_L$. By (1), $\chi=1-i/i_L$ would be uniform and positive. The rate increases strictly with $h$, so $h$ would be uniform too, and hence $u=P-h$. But the $u$ of a uniform current is not uniform. For finite $\kappa$ the supposition is false. The argument stops in the limit $\chi\to0$, which this rate law reaches only as $h\to\infty$ with $\chi e^{\alpha_cfh}$ finite. There transport sets the rate, and a variation of $h$ with radius is absorbed by a vanishingly small change in $\chi$.

**Why the excess sits at the rim**

Let the ohmic drop be weak and work to first order in $1/\kappa$. With $b_m=\binom{2m}{m}/4^m$, the expansion $\sqrt{1-q}=1-\sum_{m\ge1}b_mq^m/(2m-1)$ and the angular mean $\langle\sin^{2m}\varphi\rangle=b_m$ give

$$\frac2\pi E(x^2)=1-\sum_{m\ge1}e_mx^{2m},\qquad e_m=\frac{b_m^2}{2m-1}>0 .$$

At this order the average current may be used in $u$. Then $h=P-u$ contains a constant plus modes $h_m=(\bar ia/\kappa)e_m$. Let $G=\partial i/\partial h$ and $B=\partial i/\partial\chi$, both positive and taken in the uniform state. Kinetics and transport require

$$i_m=Gh_m+B\chi_m,\qquad \chi_m=-\frac{i_m}{i_Ls_m}.$$

Eliminating $\chi_m$ and summing the modes,

$$i(x)-i(0)=\frac{\bar ia}{\kappa}\sum_{m\ge1}e_mx^{2m}\frac{Gs_m}{s_m+B/i_L}. \tag{2}$$

Every term is positive and increases with $x$. To first order in $1/\kappa$ the current therefore rises steadily from centre to rim; depletion weakens the rise but does not reverse it. Strong ohmic drop near the limit can change this: for the example below with $\kappa$ lowered to 0.1 S/cm and $\bar i=0.9\,i_L$, the current peaks at $1.13\,i_L$ near $r/a=0.87$ and falls to $1.07\,i_L$ at the rim. As a test of (2), the full equations were solved with $\kappa$ a thousand times larger than in the example below, at 0.02, 0.5 and 0.9 of the limiting current. The rim excess agreed within 1.5% each time.

When the reverse reaction is negligible (the Tafel regime), $G=\alpha_cf\bar i$ and $B=\bar i/(1-y)$, with $y=\bar i/i_L$. Equation (2) becomes

$$\frac{i(1)-i(0)}{\bar i}=N\,y(1-y)\sum_{m\ge1}\frac{e_ms_m}{(1-y)s_m+y},\qquad N=\frac{\alpha_cfi_La}{\kappa}. \tag{3}$$

The factor $1-y$ removes the excess at the limiting current. The factor $y$ makes it small at low current, but only while $\bar i\gg i_0$. For $\bar i\to0$ the kinetics are linear, $G=nfi_0$ and $B=i_0$, and (2) leaves a finite relative excess. Within (3), the maximum lies between $y=0.55$ and $0.56$.

**A 100 mm disk at half the limiting current**

These round parameters lie roughly in the regime of wafer plating from an acid sulfate bath of a divalent metal: $a=5$ cm, $\kappa=0.5$ S/cm, $D=5\times10^{-6}$ cm²/s, $\nu=0.01$ cm²/s, 60 rpm, $c_b=0.25$ mol/L, $i_0=1$ mA/cm², $\alpha_c=0.5$, $\alpha_a=1.5$, 298 K. The diffusion layer is $\delta_N=51.0$ µm thick, so

$$i_L=\frac{2(96485)(5\times10^{-6})(2.5\times10^{-4})}{5.10\times10^{-3}}=0.0473\ \mathrm{A/cm^2}.$$

At half this value, $\bar i=23.6$ mA/cm². The ohmic scale is $\bar ia/\kappa=0.0236\times5/0.5=0.236$ V, and a uniform current would need a centre-to-rim difference of $0.363\times236=86$ mV. With $f=38.9$ V⁻¹, $N=0.5\times38.9\times0.0473\times5/0.5=9.2$.

This is not weak ohmic drop, so (3) serves as an estimate only. For the full solution the disk is divided into 160 rings of constant current. Ring potentials, equation (1) and the rate law are solved together, with $P$ adjusted to give the chosen average. Halving the number of rings changes the rim-to-centre ratio by 0.08%.

| $r/a$ | $i$ (mA/cm²) | $\chi$ | $h$ (mV) |
|---|---:|---:|---:|
| 0 | 18.2 | 0.616 | 174 |
| 0.5 | 19.9 | 0.589 | 181 |
| 0.8 | 24.4 | 0.527 | 197 |
| 1 | 36.8 | 0.394 | 233 |

The rim plates 2.03 times as fast as the centre. In the Tafel regime this ratio splits into two factors. The rim has 59 mV more overpotential, which multiplies the rate by $e^{0.5\times38.9\times0.0592}=3.16$. Its lower ion concentration multiplies it by $0.394/0.616=0.64$, and $3.16\times0.64=2.02$, which matches the computed 2.03 within rounding. Depletion opposes the concentration of current but does not cancel it.

For a molar volume $V_m=7$ cm³/mol, the growth rate $iV_m/(nF)$ is 6.6 nm/s at the centre and 13.4 nm/s at the rim. The excess relative to the average current is 0.79, against 1.01 from (3). The first-order estimate uses the 86 mV of a uniform current, whereas the redistributed current leaves a difference of 59 mV. Scaling 1.01 by $59/86$ gives 0.69, below 0.79, so this is not the only higher-order effect.

Holding the bath, disk and rotation fixed and changing the average current gives:

| $\bar i/i_L$ | centre/average | rim/average | rim/centre |
|---|---:|---:|---:|
| 0.1 | 0.90 | 1.18 | 1.31 |
| 0.5 | 0.77 | 1.56 | 2.03 |
| 0.9 | 0.84 | 1.17 | 1.40 |
| 0.99 | 0.97 | 1.02 | 1.05 |
| 0.999 | 0.996 | 1.002 | 1.01 |

In this one-reaction model, uniformity returns as the limit is approached, at the price of a large overpotential: $h$ at the rim is about 0.38 V at $\bar i/i_L=0.9$ and about 0.5 V at 0.99. For copper in acid this is beyond the roughly 0.3 V at which hydrogen evolution becomes thermodynamically allowed. At $\bar i/i_L=0.9$ the rim current is $1.05\,i_L$. This is allowed: by (1), the rim's depletion depends on a mean over smaller radii, where the current is lower.

**Disk size and rotation speed**

A 5 mm disk with the same bath, rotation and average current density has a rim-to-centre ratio of 1.05 when radial diffusion is neglected; the outermost few micrometres are discussed below. Its $i_L$ is unchanged, but $\bar ia/\kappa$ is twenty times smaller. Near-uniform plating on a small disk therefore does not carry over to a large one.

Faster rotation does not cure the problem. At fixed $\bar i$, the relative excess in (3) is

$$\frac{\alpha_cf\bar ia}{\kappa}\sum_{m\ge1}\frac{e_ms_m}{s_m+y/(1-y)} .$$

Faster rotation raises $i_L$ and lowers $y$, so every term grows: the opposing effect of depletion is weakened. In the full solution, going from 60 to 240 rpm at the same $\bar i$ raises the ratio from 2.03 to 2.40. If instead the current is kept at half of the new, doubled $i_L$, then $N$ doubles and the ratio becomes 2.99.

Slower kinetics through a smaller $i_0$ do not help in this regime either. The rate contains $i_0e^{\alpha_cfh}$, so a tenfold reduction of $i_0$ is offset by a uniform increase in $h$. The computed ratio stays at 2.03. A smaller $\alpha_c$ or a larger $\kappa$ does reduce the first-order excess at fixed $\bar i$ and $y$.

**How far this applies to a real plating cell**

A decisive assumption is the open half-space above an insulating plane. If insulating walls continue the disk's edge straight up to a parallel counter electrode, a uniform vertical current satisfies the electrical problem with uniform $u$, and the geometric cause disappears; the flow would then need its own treatment. Without such walls, a plane counter electrode 5 cm away lowers the uniform-current difference of 86 mV by 9.6%, and one 20 cm away by 0.2%.

A real wafer also carries its current through a thin metal film. For a 1 µm film of resistivity 2 µΩ cm, contacted at the rim, the computed current profile produces a 2.5 mV drop in the metal. With the same profile and resistivity, a 0.1 µm film would give 25 mV, no longer small beside 59 mV. This drop also favours the rim.

Several further corrections remain. Keeping the full velocity profile lowers $i_L$ by 2.4%. The metal ion carries about $n^2F^2Dc_b/(RT\kappa)=3.8\%$ of the bulk current, but this understates the effect of migration in the diffusion layer. With dilute-solution diffusivities and enough acid to give $\kappa=0.5$ S/cm, migration raises $i_L$ by about 9% if the anion is sulfate and 11% if it is bisulfate, while the diffusion potential differs by only about 1 mV between centre and rim. Radial diffusion competes with convection within a distance of order $\delta_N\approx10^{-3}a$ of the centre, and within about $\sqrt{D/(\beta a)}\approx2\times10^{-5}a$ of the rim. There the depletion relaxes toward the insulator. A linear estimate puts the extra current at the very edge at roughly 4% over about 1 µm on the 100 mm disk, and roughly 9% over about 5 µm on the 5 mm disk, where it exceeds the 5% ohmic excess. The rim values quoted above leave this out. The profile is steep near the rim: the ratio to the centre current is 2.01 at a distance $\delta_N$ from the rim, 1.91 at $r=0.99a$ and 1.78 at $r=0.97a$. The Reynolds number $\omega a^2/\nu$ is about 16,000, below the rough threshold of $2\times10^5$ for turbulence on a smooth disk. Additives and side reactions such as hydrogen evolution are left out; they can change the kinetics, and their effect has not been estimated. The factor of two is thus a result for this open-cell model, not a prediction for a particular plating tool. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Disk radius: 5.0 cm; conductivity: 0.50 S/cm
Diffusivity: 5.0e-06 cm2/s; viscosity: 0.010 cm2/s
Rotation: 60 rpm; angular speed: 6.283 rad/s
Bulk ion concentration: 0.25 mol/L; charge: 2
Temperature: 298.15 K; f = F/RT: 38.922 1/V
Exchange current: 1.0 mA/cm2
Transfer coefficients: cathodic 0.5, anodic 1.5
Molar volume: 7.0 cm3/mol
Flow shear constant: 0.51023; Levich constant: 0.6204
Diffusion-layer thickness: 51.03 um
Limiting current: 47.27 mA/cm2
Average current: 23.63 mA/cm2
Scale i*a/kappa: 236.3 mV
Centre-rim drop if current were uniform: 85.9 mV
Ohmic number N: 9.198
Mode flux ratios s1, s2: 1.3689, 1.6123
Solved profile: r/a, current (mA/cm2), chi, h (mV)
  0.00  18.17  0.6155  174.0
  0.50  19.94  0.5888  181.0
  0.80  24.37  0.5269  197.0
  0.94  29.98  0.4583  214.8
  1.00  36.83  0.3941  233.2
Rim/centre current ratio: 2.027
Centre growth: 6.59 nm/s
Rim growth: 13.36 nm/s
Applied drive P: 389.8 mV
First-order (rim-centre)/average: 1.010
Solved (rim-centre)/average: 0.790
First-order Tafel peak at average/limit: 0.555
Sweep: avg/lim, centre/avg, rim/avg, rim/centre, max/lim, r_max/a
  0.1000  0.8979  1.1803  1.3144  0.1180  1.0000
  0.3000  0.8045  1.4452  1.7964  0.4336  1.0000
  0.5000  0.7690  1.5586  2.0269  0.7793  1.0000
  0.7000  0.7698  1.4667  1.9054  1.0267  1.0000
  0.9000  0.8361  1.1713  1.4008  1.0541  1.0000
  0.9900  0.9663  1.0163  1.0518  1.0061  1.0000
  0.9990  0.9962  1.0016  1.0055  1.0006  1.0000
Same current density, 5 mm diameter: rim/centre 1.0507
Same current density, 240 rpm: rim/centre 2.399
Ten times smaller exchange current: rim/centre 2.027
Mesh-halving change in ratio: 0.083 %
Largest chi difference from radial march: 0.00017
Finite-Schmidt change in limit: -2.40 %
Metal-ion transference estimate: 3.76 %
Reynolds number: 15708; at 240 rpm: 62832
Film: 1.0 um, 2.0 uohm cm
Rim-fed film potential drop: 2.54 mV
Counter at 20 cm lowers uniform drop by 0.23 %
Counter at 5 cm lowers uniform drop by 9.58 %
Radial-diffusion zone/radius: 1.02e-03
Buoyant/centrifugal drive: 1.52e-04 (density change 3 %)
```
